**Thompson energy distribution: finite median, divergent mean**

For sputtered atoms with the untruncated density f(E) = 2UE/(E+U)³, the median energy is (1+√2)U = 2.414 U, while the mean diverges as 2U ln(C/U). Here E is the energy outside the solid, U the planar surface barrier and C the highest energy kept in the integral. The program asserts the normalization, cumulative fraction, median and capped first moment by quadrature and root finding. It also sends a random sample of interior atoms through the barrier and asserts that the energies outside agree with the formulas within statistical error. For copper with a rough U of 3.5 eV, the output gives a median of 8.45 eV and a gain in the first moment that approaches 16.12 eV per decade of C. With a sharp cap set by 1 keV argon ions, the median is 8.34 eV and the mean 29.0 eV. Further lines show how a gradual cutoff, another interior spectrum and an isotropic barrier move the median.

## Verification by program

```python
# Result under test: for the untruncated Thompson energy density of sputtered
# atoms, f(E) = 2 U E / (E + U)^3, the median is (1 + sqrt 2) U = 2.414 U,
# while the mean energy diverges as 2 U ln(cap / U).
# E: energy outside the solid (eV); U: planar surface barrier (eV);
# cap: highest energy kept in an integral (eV).
# Example: copper sputtered by 1 keV argon ions, rough typical parameters.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

U = 3.5
ion_energy = 1000.0
ion_mass, target_mass = 40.0, 63.5
NO_CAP = U * np.exp(60.0)      # numerical stand-in for infinity


def thompson(E):
    return 2 * U * E / (E + U)**3


def integral(function, low, high):
    """Quadrature in s = ln(1 + E/U), which resolves the long tail."""
    def integrand(s):
        E = U * np.expm1(s)
        return function(E) * (E + U)
    return quad(integrand, np.log1p(low / U), np.log1p(high / U),
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def median_energy(density, cap):
    half = integral(density, 0, cap) / 2
    return brentq(lambda E: integral(density, 0, E) - half,
                  1e-3 * U, 50 * U, xtol=1e-10)


def mean_energy(density, cap):
    return (integral(lambda E: E * density(E), 0, cap)
            / integral(density, 0, cap))


def fraction_below(E):
    return (E / (E + U))**2


def capped_moment(cap):
    t = 1 + cap / U
    return 2 * U * (np.log(t) - 1.5 + 2 / t - 0.5 / t**2)


median_formula = (1 + np.sqrt(2)) * U

# Sample the interior flux (E_in^-2, cosine law) and apply the barrier.
rng = np.random.default_rng(12345)
n_sample = 2_000_000
E_in = U / (1 - rng.random(n_sample))
cos_squared = rng.random(n_sample)
normal_energy = E_in * cos_squared
escapes = normal_energy > U
E_out = (normal_energy - U + E_in * (1 - cos_squared))[escapes]
n_out = E_out.size
assert abs(n_out / n_sample - 0.5) < 5 * 0.5 / np.sqrt(n_sample)
for E in (0.5 * U, U, median_formula, 10 * U, 100 * U):
    p = fraction_below(E)
    error = np.sqrt(p * (1 - p) / n_out)
    assert abs(np.mean(E_out < E) - p) < 5 * error
sample_median = np.median(E_out)
median_error = 0.5 / (thompson(median_formula) * np.sqrt(n_out))
assert abs(sample_median - median_formula) < 5 * median_error

# Normalization, cumulative fraction, median and mode from the density.
norm = integral(thompson, 0, NO_CAP)
assert abs(norm - 1) < 1e-9
for E in (0.3 * U, 2 * U, 40 * U):
    assert abs(integral(thompson, 0, E) - fraction_below(E)) < 1e-9
    above = U * (2 * E + U) / (E + U)**2
    assert abs(integral(thompson, E, NO_CAP) - above) < 1e-9
median_numeric = median_energy(thompson, NO_CAP)
assert abs(median_numeric - median_formula) < 1e-6 * U
mode = minimize_scalar(lambda E: -thompson(E), bounds=(0, 5 * U),
                       method="bounded", options={"xatol": 1e-8}).x
assert abs(mode - U / 2) < 1e-5 * U

# Capped first moment and its logarithmic growth.
caps = (1e2, 1e3, 1e4, 1e5, 1e6)
moments = [integral(lambda E: E * thompson(E), 0, c) for c in caps]
for c, m in zip(caps, moments):
    assert abs(m - capped_moment(c)) < 1e-7 * m
decade_limit = 2 * U * np.log(10)
far = integral(lambda E: E * thompson(E), 1e6 * U, 1e7 * U)
assert abs(far - decade_limit) < 1e-5 * decade_limit

# Largest elastic transfer, from a scan over centre-of-mass angles.
angle = np.linspace(0, np.pi, 20001)
v_cm = ion_mass / (ion_mass + target_mass)     # ion speed is 1
recoil_speed_sq = ((v_cm - v_cm * np.cos(angle))**2
                   + (v_cm * np.sin(angle))**2)
transfer_scan = np.max(target_mass * recoil_speed_sq / ion_mass)
transfer = 4 * ion_mass * target_mass / (ion_mass + target_mass)**2
assert abs(transfer_scan - transfer) < 1e-8
T_max = transfer * ion_energy
cap = T_max - U

# Sharp cap: formula against direct quadrature.
sharp_median = median_energy(thompson, cap)
q = cap / (cap + U) / np.sqrt(2)
assert abs(sharp_median - U * q / (1 - q)) < 1e-6 * U
sharp_mean = mean_energy(thompson, cap)
sharp_formula = capped_moment(cap) / fraction_below(cap)
assert abs(sharp_mean - sharp_formula) < 1e-7 * sharp_mean
low_half_share = (integral(lambda E: E * thompson(E), 0, sharp_median)
                  / integral(lambda E: E * thompson(E), 0, cap))


# Gradual cutoff, used as a trial shape.
def gradual(E):
    return thompson(E) * (1 - np.sqrt((E + U) / T_max))


gradual_median = median_energy(gradual, cap)
gradual_mean = mean_energy(gradual, cap)
assert gradual_median < sharp_median < median_formula
assert gradual_mean < sharp_mean

# Interior flux E_in^-1.8 in place of E_in^-2, still with a planar barrier.
power = 2.8
slow_median = median_energy(lambda E: U**(power - 2) * E / (E + U)**power,
                            NO_CAP)
t = 1 + slow_median / U
upper_fraction = (power - 1) * t**(2 - power) - (power - 2) * t**(1 - power)
assert abs(upper_fraction - 0.5) < 1e-7

# Isotropic barrier: every interior atom with E_in > U escapes.
isotropic_median = median_energy(lambda E: U / (E + U)**2, NO_CAP)
assert abs(isotropic_median - U) < 1e-6 * U
isotropic_error = 0.5 / ((1 / (4 * U)) * np.sqrt(n_sample))
assert abs(np.median(E_in - U) - isotropic_median) < 5 * isotropic_error

thermal = constants.k * 300 / constants.e
hartree = constants.physical_constants["Hartree energy in eV"][0]

print(f"Surface barrier U (rough, copper): {U:.1f} eV")
print(f"Argon ion energy: {ion_energy:.0f} eV")
print(f"Ion mass, target mass: {ion_mass:.1f}, {target_mass:.1f} u")
print(f"Integral of the density: {norm:.8f}")
print(f"Most probable energy: {mode:.3f} eV")
print(f"Median / U, by quadrature: {median_numeric / U:.6f}")
print(f"Median / U, formula: {median_formula / U:.6f}")
print(f"Median energy: {median_numeric:.3f} eV")
print(f"Median energy, converted: {median_numeric / hartree:.4f} hartree")
print(f"Sampled atoms that escaped: {n_out}")
print(f"Median of the sample: {sample_median:.3f} eV")
print(f"Standard error of that median: {median_error:.3f} eV")
print(f"Fraction below U: {integral(thompson, 0, U):.4f}")
print(f"Fraction above 100 eV: {integral(thompson, 100, NO_CAP):.4f}")
for c, m in zip(caps, moments):
    print(f"First moment up to {c:.0f} eV: {m:.2f} eV")
print(f"Limiting gain per decade of cap: {decade_limit:.2f} eV")
print(f"Largest fractional energy transfer: {transfer:.4f}")
print(f"Largest recoil energy inside: {T_max:.1f} eV")
print(f"Upper bound on energy outside (cap): {cap:.1f} eV")
print(f"Sharp cap, median: {sharp_median:.3f} eV")
print(f"Sharp cap, mean: {sharp_mean:.2f} eV")
print(f"Sharp cap, energy share of slower half: {low_half_share:.4f}")
print(f"Gradual cutoff, median: {gradual_median:.3f} eV")
print(f"Gradual cutoff, mean: {gradual_mean:.2f} eV")
print(f"Interior exponent 1.8, median: {slow_median:.3f} eV")
print(f"Isotropic barrier, median: {isotropic_median:.3f} eV")
print(f"Thermal energy kT at 300 K: {thermal:.4f} eV")
print("PASS")
```

It prints:

```
Surface barrier U (rough, copper): 3.5 eV
Argon ion energy: 1000 eV
Ion mass, target mass: 40.0, 63.5 u
Integral of the density: 1.00000000
Most probable energy: 1.750 eV
Median / U, by quadrature: 2.414214
Median / U, formula: 2.414214
Median energy: 8.450 eV
Median energy, converted: 0.3105 hartree
Sampled atoms that escaped: 999816
Median of the sample: 8.459 eV
Standard error of that median: 0.014 eV
Fraction below U: 0.2500
Fraction above 100 eV: 0.0665
First moment up to 100 eV: 13.68 eV
First moment up to 1000 eV: 29.16 eV
First moment up to 10000 eV: 45.21 eV
First moment up to 100000 eV: 61.32 eV
First moment up to 1000000 eV: 77.44 eV
Limiting gain per decade of cap: 16.12 eV
Largest fractional energy transfer: 0.9484
Largest recoil energy inside: 948.4 eV
Upper bound on energy outside (cap): 944.9 eV
Sharp cap, median: 8.344 eV
Sharp cap, mean: 28.98 eV
Sharp cap, energy share of slower half: 0.0648
Gradual cutoff, median: 7.423 eV
Gradual cutoff, mean: 20.03 eV
Interior exponent 1.8, median: 11.659 eV
Isotropic barrier, median: 3.500 eV
Thermal energy kT at 300 K: 0.0259 eV
PASS
```
